Valence Band Offsets from a Common Hydrogen Transition Level, part 2

The positive-negative level of hydrogen is used as a common mark to estimate the band offsets between a semiconductor (X = s) and an oxide (X = ox). Energies are electron energies. Offsets are oxide minus semiconductor, ΔE_V for the valence edges and ΔE_C for the conduction edges. The hole barrier is −ΔE_V and the electron barrier ΔE_C.

E_q(X) is the total energy of the host with one hydrogen of charge q, and E_V(X) is the valence edge. The level has energy H_X and height h_X above that edge:

H_X = E_V(X) + h_X = [E_−(X) − E_+(X)]/2.

With the mismatch δ = H_ox − H_s, the theorem states

ΔE_V = h_s − h_ox + δ.

A common level means δ = 0. Separate bulk calculations give h_s and h_ox but not δ, which includes any potential-energy step added by the interface.

**Lemma 3.** With g_q equivalent configurations of state q, the mean hydrogen charge at temperature T vanishes at the Fermi energy (from the valence edge)

η_T = h_X + (k_B T/2) ln(g_+/g_−).

**Example.** Illustrative inputs give h_s = 0.5 eV and h_ox = 3.6 eV. With gaps E_g of 1.10 and 5.80 eV and δ = 0, ΔE_V = −3.1 eV and ΔE_C = 1.6 eV. In both hosts U = F_+(0) + F_−(0) − 2F_0(0) is negative, where F_q(0) is the formation energy at the valence edge, so neutral hydrogen is never the lowest state.

**Chain model.** N anion-cation pairs have anion orbitals at w − a, cation orbitals at w + c and neighbour coupling t. Hydrogen, with orbital energy w, breaks one bond of the closed ring. It attaches with coupling V to the end anion when positive (2N electrons) and to the end cation when negative (2N + 2). Electrons do not repel one another. The valence edge is E_V = w − a. For V and t small compared with a and c, to second order,

H_X = w + V²(1/a − 1/c).

**Numbers for two chains**

Take w = −4.50 eV, V = 0.50 eV and t = 0.30 eV. The first chain, in the role of the semiconductor, has a = 2.00 eV and c = 2.60 eV. The second, in the role of the oxide, has a = 4.00 eV and c = 3.20 eV. The second-order shifts are

0.25 × (1/2.00 − 1/2.60) = 0.029 eV

0.25 × (1/4.00 − 1/3.20) = −0.016 eV

Diagonalization of the charged chains gives hydrogen levels of −4.4753 and −4.5146 eV, shifts of 0.025 and −0.015 eV from w. The small differences from the second-order values are the remainder of the expansion. The levels are nearly common, although the valence edges, −6.50 and −8.50 eV, differ by 2 eV. Part of this is an input: both chains were given the same w. What the calculation shows is that weak bonding moves the level only slightly away from w.

The heights above the valence edges are 2.0247 and 3.9854 eV. They were found from separate bulk calculations with different arbitrary energy zeros. With δ = 0 they predict

ΔE_V = 2.0247 − 3.9854 = −1.961 eV.

A separate calculation joined the two chains, with the same w on both sides, and read the valence edges from states residing mainly on either side. It gave −2.00 eV, the difference of the two anion energies put into the model, since the chain has no charge transfer that could add a step. The difference is the hydrogen mismatch:

δ = −4.5146 − (−4.4753) = −0.039 eV,

and −1.961 − 0.039 = −2.000 eV. The second-order formula puts this mismatch at −0.044 eV. When all oxide orbitals were lowered by a further 0.2 eV, the junction offset became −2.20 eV. The bulk heights do not know of that step, so the formula with δ = 0 misses it in full. This is the failure that the first half attributed to an added interface step.

**Remark (strong covalent coupling).** For t = 0 the chain can be solved without expanding in V. The two bonding energies are the lower roots of two-level problems:

anion-hydrogen: w − a/2 − √(a²/4 + V²)

cation-hydrogen: w + c/2 − √(c²/4 + V²)

In the positive state N − 1 anions and the first bond are filled. In the negative state N anions and the second bond are filled. Subtracting the sums leaves one anion energy w − a, plus the second bonding energy, minus the first:

H_X = w + (c − a)/2 + √(a²/4 + V²) − √(c²/4 + V²).

For large V the two square roots in H_X approach each other, and H_X tends to w + (c − a)/2, the midpoint of the host orbitals. The level then follows the host instead of hydrogen. For a = 1.0, c = 3.0 and V = 2.0 eV, the formula gives a drift of 1 + 2.06 − 2.50 = 0.56 eV above w. Diagonalization with t = 0.5 eV gives 0.55 eV. A common level is therefore a property of certain regimes and does not follow from the presence of hydrogen alone.

**Remark (what the chain omits).** Electrostatics can be added at the ionic limit. Let u_+ and u_− be the extra potential energies of an electron at the positive and negative hydrogen sites. The bare proton changes its energy by −u_+. The negative ion, one proton with two electrons, changes by −u_− + 2u_− = u_−. Half the difference of total energies is

[u_− − (−u_+)]/2 = (u_+ + u_−)/2.

Let J be the electron repulsion energy in the negative ion, and let relaxation lower the positive and negative states by R_+ and R_−. These terms add (J + R_+ − R_−)/2 to the level. They are not small. For free hydrogen the orbital energy is −13.6 eV, J is about 12.9 eV and (E_− − E_+)/2 is about −7.2 eV, so the value w = −4.50 eV used above is an effective parameter and not the atomic orbital energy. A common level requires the sum of all contributions, including the bonding shift found above, to agree between the hosts. The separate terms may differ. The chain pins the level only when V is small compared with a and c. Real hydrogen bonds are not in that regime: in an orthogonalized minimal basis the coupling of hydrogen to its neighbour is roughly 5 to 9 eV in silane and water. For the two chains above, the mismatch grows from −0.04 eV at V = 0.5 eV to −0.28 eV at V = 2 eV and −0.57 eV at V = 8 eV. The weakly coupled chain is therefore a solvable illustration of the theorem, and it should not be read as the cause of a common hydrogen level in real solids.

**Lemma 5 (an interface double layer).** Let n charges −e per unit area lie on the semiconductor side and n charges +e per unit area lie a distance d away on the oxide side, in a medium of relative permittivity K. If the hydrogen levels were aligned without this layer, then

δ = −e²nd/(ε₀K),

where ε₀ is the vacuum permittivity.

*Proof.* Take the direction from semiconductor to oxide as positive. Between the sheets the field points from the positive to the negative sheet, so by Gauss's law it is −en/(ε₀K). The electric potential changes by minus the field times d, a rise of end/(ε₀K) towards the oxide. An electron has charge −e, so its potential energy falls by e²nd/(ε₀K). All oxide levels move down together, including the hydrogen level. ∎

For n = 3 × 10¹³ cm⁻², d = 0.2 nm and K = 5, the step is δ = −0.217 eV. The valence offset becomes −3.1 − 0.217 = −3.317 eV. At fixed gaps the electron barrier falls from 1.6 to about 1.38 eV. Reversing the double layer reverses both changes. The heights h_s and h_ox remain as they were, which is why bulk data cannot reveal this term.

**Remark (scatter of the common level).** Suppose that H_s and H_ox deviate independently from a common value, each with standard deviation 0.3 eV. Variances of independent quantities add in a difference, so δ has standard deviation

√(0.3² + 0.3²) = √2 × 0.3 = 0.42 eV.

This is a typical spread under the stated assumption and not a bound. It is 14 per cent of the hole barrier but 27 per cent of the electron barrier. A deviation shared by both hosts would cancel. Among the local corrections sized here for the stack, this is the largest.

**Remark (voltage across an interlayer).** A thin layer between semiconductor and oxide carries a field when the device is biased. Without free charge at the boundary between the layers, permittivity times field is continuous. A field of 1.00 MV/cm in a film of relative permittivity 20 implies, in a layer of relative permittivity 3.9,

1.00 × 20/3.9 = 5.13 MV/cm.

Across 0.7 nm this is an energy drop of 0.359 eV, compared with 0.300 eV across the 3.0 nm film. An offset inferred from levels on the two outer sides of the interlayer would be wrong by that amount, with a sign set by the bias. The local offsets are unaffected. Against rough breakdown fields of 5 MV/cm for the film and 10 MV/cm for the interlayer, the two fields stand at about 20 and 51 per cent. The interlayer is the closer to its limit.

**Remark (free-energy levels and spin-orbit splitting).** The hypothesis concerns static levels. If h_X is instead extracted from thermal or vibrating hydrogen, small differences enter. They express inconsistent use of the reference; the motion of a hydrogen atom does not move the band edges.

A vibration of angular frequency ω_q adds ħω_q/2 to E_q, so h_X shifts by ħ(ω_− − ω_+)/4. With one stretching mode per charged state, take wave numbers of 2000 and 800 cm⁻¹ for the positive and negative states in the semiconductor, and 3500 and 1600 cm⁻¹ in the oxide. The shift of h_s − h_ox corresponds to

[(800 − 2000) − (1600 − 3500)]/4 = 175 cm⁻¹,

or 0.022 eV. Multiplicity ratios g_+/g_− of 2 and 4 add, by Lemma 3 at 400 K,

(k_B T/2)(ln 2 − ln 4) = −0.012 eV.

Spin-orbit coupling is different, since it moves a band edge. A p-like edge splits into four states raised by x and two lowered by y. The mean is unchanged, so 4x = 2y. With total splitting x + y = 0.04 eV, x is one third of it, 0.013 eV. If the calculation of h_s omitted the coupling, the semiconductor edge must be raised by this amount, and ΔE_V changes by −0.013 eV at fixed hydrogen levels.

**What the electron barrier does to leakage**

Two further effects concern transport over or through the oxide film and not the band edges. They are evaluated for the film alone, in direct contact with the semiconductor and without the interlayer.

An electron leaving a surface treated as an ideal conductor is attracted by its image. At distance x in the oxide, in a field 𝓔 that pulls it away, its potential energy relative to the unperturbed barrier top is −A/x − e𝓔x, with A = e²/(16πε₀K_o) and K_o the optical permittivity. The derivative A/x² − e𝓔 vanishes at x = √(A/e𝓔), where the energy is −2√(Ae𝓔). For K_o = 4 and 1.00 MV/cm the barrier top is lowered by 0.19 eV. This is 12 per cent of the electron barrier. Silicon, with a relative permittivity of 11.7, is not an ideal conductor. Its image charge is smaller by the factor (11.7 − 4)/(11.7 + 4) = 0.49. The lowering varies as √A and is then only 0.13 eV. A metal gate on the far side of a thin film adds an attraction of its own. The tunnelling estimate below leaves out all image forces, which makes its transmissions too low.

For tunnelling, let φ be the electron barrier at the semiconductor side, L the film thickness and m the tunnelling mass. An electron at the semiconductor conduction edge meets the local barrier φ − e𝓔x. In the WKB approximation, with unit prefactor, the transmission is exp(−B), where

B = (2√(2m)/ħ) ∫₀ᴸ √(φ − e𝓔x) dx.

The substitution y = φ − e𝓔x gives dx = −dy/(e𝓔), and the integral of √y is (2/3)y^(3/2). Therefore

B = [4√(2m)/(3ħe𝓔)] [φ^(3/2) − (φ − e𝓔L)^(3/2)].

This holds for φ > e𝓔L, when the electron remains below the barrier throughout the film. Placing the electron at the conduction edge is a simplification, and so is the unit prefactor: the full transmission falls to zero as the kinetic energy of the incoming electron vanishes, while the ratios between barriers change little. For a film of relative permittivity 20 at 1.00 MV/cm, the field at a silicon surface without interface charge is 20/11.7 = 1.7 MV/cm. On a (100) surface, where the mass normal to the interface is about 0.92 electron masses, confinement by this field lifts the lowest electron state about 0.2 eV above the edge, and the barrier it meets is lower by that amount. On a (111) surface the mass is lighter and the lift exceeds 0.3 eV. With L = 3.0 nm, 𝓔 = 1.00 MV/cm and m equal to 0.15 electron masses, the three barriers 1.176, 1.600 and 2.024 eV represent the central value and one standard deviation of scatter on either side. Their transmissions are 5.9 × 10⁻⁶, 6.0 × 10⁻⁷ and 8.4 × 10⁻⁸. At fixed thickness, field and mass, the lower barrier transmits about ten times more than the central one, and the higher barrier about seven times less.

The asymmetry follows from the derivative

dB/dφ = [2√(2m)/(ħe𝓔)] [√φ − √(φ − e𝓔L)].

It is positive, and it decreases as φ grows, because the square root flattens. An equal energy step therefore changes the exponent more on the low side. With a constant tunnelling mass, an uncertainty that looks moderate in the band diagram becomes an uncertainty of an order of magnitude in transmission. The size depends on that assumption. If the local barrier y is replaced by the two-band form y(1 − y/E_g), with E_g = 5.80 eV and the same mass at the band edge, the factors ten and seven shrink to about 4.4 and 2.7.

**The real stack**

The parameters lie in the regime of a hafnium-dioxide film on silicon. The gaps, the film permittivity near 20 and the tunnelling mass are rough typical values. The electron barrier of 1.6 eV and the hole barrier of 3.1 eV are of the rough size found for that pair, but the formation energies were chosen as round inputs, so this resemblance is no evidence for a universal hydrogen level. Real stacks usually contain a thin silicon-dioxide-like interlayer and interface charge. The assumption most exposed is therefore δ = 0: the illustrative double layer moves the offset by 0.22 eV, and the assumed level scatter by 0.42 eV. The interlayer also adds its own tunnelling barrier, so the transmissions for the film alone do not predict the leakage of a complete stack. For choosing an oxide, the hydrogen rule can serve as a first estimate only where the barriers comfortably exceed the actual uncertainties. The scatter of 0.3 eV per host is an assumption made here, and materials that depart further from a common level need a larger margin. Where a few tenths of an electronvolt decide the matter, the interface itself has to be calculated or measured. The inputs and main results of the examples are given in the numerical output.

Table of computed values

```
Semiconductor formation energies (+,0,-): 0.60, 1.30, 1.60 eV
Semiconductor hydrogen level above valence edge: 0.5 eV
Semiconductor effective correlation U: -0.4 eV
Oxide formation energies (+,0,-): -1.80, 2.60, 5.40 eV
Oxide hydrogen level above valence edge: 3.6 eV
Oxide effective correlation U: -1.6 eV
Band gaps semiconductor, oxide: 1.10, 5.80 eV
Valence offset: -3.1 eV
Valence offset: -4.967e-19 J
Conduction offset: 1.6 eV
Chain orbital, V, t: -4.50, 0.50, 0.30 eV
Chain semiconductor a, c: 2.00, 2.60 eV
Chain oxide a, c: 4.00, 3.20 eV
Chain absolute levels: -4.4753, -4.5146 eV
Chain relative levels: 2.0247, 3.9854 eV
Chain offset predicted with delta zero: -1.961 eV
Chain offset from junction states: -2 eV
Second-order chain level mismatch: -0.04447 eV
Applied chain potential-energy step: -0.2 eV
Chain junction offset with step: -2.2 eV
Covalent chain a, c, V, t: 1.0, 3.0, 2.0, 0.5 eV
Covalent chain level minus orbital: 0.5503 eV
Assumed level scatter per host: 0.3 eV
Resulting offset scatter: 0.4243 eV
Dipole sheet density: 3e+13 cm^-2
Dipole separation: 0.2 nm
Dipole relative permittivity: 5 (dimensionless)
Dipole delta: -0.2171 eV
Valence offset with dipole: -3.317 eV
Temperature of use: 400 K
Semiconductor H+, H- stretches: 2000, 800 cm^-1
Oxide H+, H- stretches: 3500, 1600 cm^-1
Zero-point ambiguity in offset: 0.0217 eV
Multiplicity ratios semiconductor, oxide: 2, 4 (dimensionless)
Multiplicity ambiguity in offset: -0.01195 eV
Semiconductor spin-orbit splitting: 0.04 eV
Spin-orbit change of valence offset: -0.01333 eV
Film, interlayer thickness: 3.0, 0.7 nm
Film, interlayer permittivity: 20.0, 3.9 (dimensionless)
Film, interlayer field: 1.00, 5.13 MV/cm
Film, interlayer rough breakdown: 5, 10 MV/cm
Film, interlayer energy drop: 0.300, 0.359 eV
Optical relative permittivity: 4 (dimensionless)
Image-force barrier lowering: 0.1897 eV
Tunnelling mass / electron mass: 0.15 (dimensionless)
Central barrier and transmission: 1.600 eV, 5.982e-07 (dimensionless)
Low barrier and transmission: 1.176 eV, 5.864e-06 (dimensionless)
High barrier and transmission: 2.024 eV, 8.385e-08 (dimensionless)
```
